\section*{Comment on an argument for a minimum metallic conductivity}

\section{The argument under review}

The argument concerns electrons that do not interact, moving at zero temperature in a static random potential in three dimensions. It has three steps.

\begin{enumerate}
\item Boltzmann theory gives the conductivity in terms of the Fermi wave number $k_F$ and the mean free path $\ell$.
\item The mean free path cannot be shorter than the atomic spacing $a$. A metal at the edge of its existence therefore has $\ell\approx a$ and $k_F\approx\pi/a$. Allowing for the density of states lowered by disorder, its conductivity is
\begin{equation}
\sigma_{\min}=C\,\frac{e^2}{\hbar a},\qquad C\ \text{a few hundredths}.
\label{mott}
\end{equation}
\item With more disorder the states at the Fermi energy are localized and the conductivity is zero. Hence it jumps from $\sigma_{\min}$ to zero, and no metal has a conductivity between these values.
\end{enumerate}

The first step is sound where Boltzmann theory holds. The question is whether the third follows.

\section{What the Boltzmann estimate says}

Let the carriers have charge $-e$, a spherical Fermi surface and relaxation time $\tau$, in a field $E$ along $x$. The stationary Boltzmann equation to first order in $E$ is
\begin{equation}
-\frac{eE}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{f_1}{\tau}
\quad\Rightarrow\quad
f_1=eE\tau v_x\frac{\partial f_0}{\partial\varepsilon},
\end{equation}
because $\partial\varepsilon/\partial k_x=\hbar v_x$. The current density, with a factor 2 for spin, is
\begin{equation}
j=-2e\int\!\frac{d^3k}{(2\pi)^3}\,v_xf_1
=\frac{e^2E}{4\pi^3}\int\! d^3k\,v_x^2\tau\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
\end{equation}
At zero temperature the last factor is a delta function at the Fermi energy. With $d^3k=dS\,d\varepsilon/(\hbar v)$, $v_x=v\cos\theta$ and $\ell=v\tau$,
\begin{equation}
\sigma=\frac{e^2\ell}{4\pi^3\hbar}\oint dS\cos^2\theta
=\frac{e^2\ell}{4\pi^3\hbar}\,\frac{4\pi k_F^2}{3}
=\frac{e^2k_F^2\ell}{3\pi^2\hbar}.
\end{equation}
Setting $k_F=\pi/a$ and $\ell=a$ gives $e^2/(3\hbar a)$, which the second step reduces to (\ref{mott}).

This derivation adds probabilities of successive collisions. It omits the interference of a path that returns to its starting point with the same path run backwards. With time-reversal symmetry and no spin-orbit scattering, the two amplitudes $A$ are equal, so the return probability is $|2A|^2=4|A|^2$ instead of $2|A|^2$. Enhanced return means reduced diffusion. For diffusion constant $D$ the density of return at time $t$ scales as $(Dt)^{-3/2}$. Paths explored between the lengths $\ell$ and $L$ contribute in proportion to
\begin{equation}
\int_{\ell^2/D}^{L^2/D}\frac{dt}{(Dt)^{3/2}}
=\frac{2}{D}\left(\frac1\ell-\frac1L\right).
\label{return}
\end{equation}
The conductivity thus depends on the size $L$ over which it is measured. The estimate (\ref{mott}) belongs to $L\approx a$, whereas the third step uses it for an infinite sample.

\section{Following the conductance to large size}

Let $g(L)$ be the mean conductance of a cube of edge $L$, per spin and in units of $e^2/h$. The conductivity per spin is $\sigma=\lim_{L\to\infty}g/L$ in $e^2/h$ per length. I assume one-parameter scaling: beyond some microscopic length $L_0$, the change of $g$ with size depends on $g$ alone,
\begin{equation}
\frac{d\ln g}{d\ln L}=\beta(g).
\label{beta}
\end{equation}
This is a hypothesis supported by numerical work, not a theorem.

Two limits of $\beta$ are known. In a good metal (\ref{return}) gives $g/L=\sigma+b/L$ with constant $b>0$, so $g=\sigma L+b$ and
\begin{equation}
\beta=\frac{L}{g}\frac{dg}{dL}=\frac{\sigma L}{g}=1-\frac bg .
\end{equation}
In an insulator $g=g_ae^{-L/\xi}$, so $\beta=-L/\xi=\ln(g/g_a)$, which is negative at small $g$. If $\beta$ is continuous it has a zero $g_c$. I take $\beta>0$ for all $g>g_c$.

Start from $g_0=g(L_0)>g_c$ and write $y=\ln g$. From (\ref{beta}), $d\ln(g/L)=(\beta-1)\,d\ln L$ and $d\ln L=dy/\beta$. Integration to infinite size gives
\begin{equation}
\sigma=\frac{g_0}{L_0}\exp\left[-\int_{\ln g_0}^{\infty}\frac{1-\beta}{\beta}\,dy\right].
\label{sigma}
\end{equation}
The upper end converges because $1-\beta\approx b\,e^{-y}$ there. What matters is the lower end as $g_0\to g_c$.

Let $u=\ln(g/g_c)$, with $u_0$ its value at $L_0$, and suppose first that $\beta=su+O(u^2)$ with finite slope $s>0$. Then $(1-\beta)/\beta=1/\beta-1$ equals $1/(su)$ plus a remainder that stays bounded as $u\to0$. Splitting the integral at $u=1$,
\begin{equation}
\int_{u_0}^{\infty}\frac{1-\beta}{\beta}\,du
=\int_{u_0}^{1}\frac{du}{su}+I(u_0)
=-\frac1s\ln u_0+I(u_0),
\end{equation}
where $I(u_0)$ has a finite limit $I$. Therefore
\begin{equation}
\sigma\simeq\frac{g_c}{L_0}\,e^{-I}\,u_0^{\,\nu},\qquad \nu=\frac1s .
\label{power}
\end{equation}
The conductivity goes to zero continuously. If $g_0$ passes through $g_c$ linearly as the disorder strength $W$ passes its critical value $W_c$, then $u_0\propto W_c-W$ and $\sigma\propto(W_c-W)^\nu$.

The physical reason is a growing length. Near the zero, $du/d\ln L=su$ gives $u=u_0(L/L_0)^s$. The sample remains nearly critical until $u\approx1$, at
\begin{equation}
\xi\approx L_0u_0^{-\nu}.
\end{equation}
Up to this size $g\approx g_c$ and $g/L$ falls as $1/L$; beyond it the sample becomes ohmic. Hence $\sigma\sim g_c/\xi$. The form of (\ref{mott}) survives, but with $\xi$ in place of $a$, and $\xi$ has no upper limit. For $u_0<0$ the same estimate with $|u_0|$ gives the length beyond which the insulator shows its exponential decay.

\subsection*{A solvable illustration}

The function $\beta=1-\ln(1+1/g)$ has both limits: $1-1/g$ at large $g$ and $1+\ln g$ at small $g$. Its zero satisfies $1+1/g_c=e$, so $g_c=1/(e-1)=0.582$. Its slope is
\begin{equation}
s=\left.\frac{d\beta}{d\ln g}\right|_{g_c}=\frac{1/g_c}{1+1/g_c}=\frac{e-1}{e}=0.632,
\end{equation}
so $\nu=1.582$. Integrating the flow numerically from $u_0=10^{-3}$ and $10^{-4}$ gives $\sigma L_0/g_c=1.62\times10^{-5}$ and $4.24\times10^{-7}$. Their ratio is 38.2, whose decimal logarithm is 1.582, as (\ref{power}) requires. This $\beta$ is chosen for its limits, so its exponent is no prediction for a particular solid.

\section{Could a different $\beta$ rescue the minimum?}

The finite slope was an assumption, and continuity of $\beta$ alone would not suffice. Take
\begin{equation}
\beta=\sqrt{1-g_c/g}=\sqrt{1-e^{-u}}\qquad(g\ge g_c).
\end{equation}
With $z=\beta$ we have $e^{-u}=1-z^2$ and $du=2z\,dz/(1-z^2)$. The integral in (\ref{sigma}), started at $g_c$, is
\begin{equation}
\int_0^1\frac{1-z}{z}\,\frac{2z\,dz}{1-z^2}=\int_0^1\frac{2\,dz}{1+z}=2\ln2,
\end{equation}
and $\sigma\to g_c/(4L_0)$ at threshold. This is a minimum metallic conductivity. The numerical flow from $u_0=10^{-8}$ gives $0.2501\,g_c/L_0$.

Such a $\beta$ conflicts with a property of finite samples. Integrate (\ref{beta}) to $\ln(L/L_0)=\int_{y_0}^{y}dy'/\beta$ and vary $y_0$ at fixed $L$:
\begin{equation}
0=\frac{dy}{\beta(y)}-\frac{dy_0}{\beta(y_0)}
\quad\Rightarrow\quad
\frac{dy}{dy_0}=\frac{\beta(y)}{\beta(y_0)} .
\label{sens}
\end{equation}
A nonzero threshold value of $\sigma$ needs $\int du/\beta$ to converge at $u=0$. The flow then leaves $g_c$ within a finite ratio $L/L_0$, so $\beta(y)$ stays finite while $\beta(y_0)\to0$, and (\ref{sens}) diverges. In the example, $u_0=10^{-4}$ and $\ln(L/L_0)=2$ already give a sensitivity of 76.6.

Now let the disorder be $K$ independent site energies, each uniform in $[-W/2,W/2]$. The mean conductance of a finite sample is
\begin{equation}
g=\frac1{W^K}\int_{[-W/2,W/2]^K}T(\epsilon)\,d^K\epsilon,
\end{equation}
where the total transmission $T$ lies between zero and the number of channels. Its derivative with respect to $W$ consists of $-Kg/W$ and integrals of $T$ over the faces of the integration region. All are finite. Thus $dy/dW$ is finite at size $L$. If $dy_0/dW$ is not zero at the transition, $dy/dy_0$ is finite too, contrary to the divergence. A jump of $\beta$ from a positive value above $g_c$ to a value $\le0$ below it fails as well: it would make $g(L)$ discontinuous in $W$ at finite $L$.

Within one-parameter scaling the minimum is therefore excluded even without assuming a finite slope. The slope is needed for the power law (\ref{power}).

\section{A microscopic case}

The Anderson model on a cubic lattice has nearest-neighbour hopping $V$ and the site energies just described. I consider the band centre. In a long bar of cross-section $M\times M$ sites, with periodic transverse boundaries, let $\gamma$ be the smallest rate, per lattice spacing, at which wave amplitudes decay, and define $\Lambda=1/(\gamma M)$.

In a thick metallic bar $\Lambda$ measures conductance. Channel $n$ of a bar of length $L$ transmits $1/\cosh^2(\gamma_nL)$. I assume equally spaced rates $\gamma_n=n\gamma$ for the lowest channels, as random-matrix theory gives for many well-mixed channels in this symmetry class. This is fair at $W=9V$ but rough near the transition: at $W=13.5V$ and $M=8$ the lowest rates are in the ratio of about $1:1.8:2.4:3.0$, so more channels conduct than the assumption allows. For $\gamma L\ll1$ the sum over channels becomes an integral,
\begin{equation}
g\approx\int_0^\infty\frac{dn}{\cosh^2(n\gamma L)}=\frac1{\gamma L}.
\end{equation}
Ohm's law is $g=\sigma M^2/L$, so $1/\gamma=\sigma M^2$ and $\Lambda=\sigma M$, with lengths in units of $a$. The growth of $\Lambda$ per unit of $M$ thus estimates $\sigma$ in $e^2/(ha)$ per spin. Bars of 16\,000 layers give, with standard errors in the last digits,
\begin{center}
\begin{tabular}{cccc}
$W/V$ & $\Lambda(4)$ & $\Lambda(8)$ & growth per unit $M$\\
9.0 & 1.83(4) & 2.91(12) & $0.269(31)$\\
11.0 & 1.255(20) & 1.730(47) & $0.119(13)$\\
13.5 & 0.824(11) & 0.972(14) & $0.037(5)$\\
16.5 & 0.588(5) & 0.581(7) & $-0.002(2)$\\
20.0 & 0.430(4) & 0.359(5) & $-0.018(2)$
\end{tabular}
\end{center}

Conductances of cubes with $L=4$ and 8, calculated separately with an independent clean chain attached as lead to each site of two opposite faces, give growth rates of 0.295(7) at $W=9V$ and 0.167(7) at $W=11V$. The first agrees with the bars within the errors. The second is 40\% above the bar value in the table, a difference of about three combined standard errors. Part of this is sampling noise: bars about three times longer give 0.143(9), which leaves a difference of about 17\%. The crowding of the decay rates does not explain it: the sum of $1/\cosh^2(\gamma_nM)$ over all computed rates grows with $M$ as fast as $\Lambda$ does, within the errors. Corrections of small size, which differ between bars and cubes, are a possible cause. The bar estimates near the transition should be read with that uncertainty.

To compare with (\ref{mott}), take $C=0.03$. Since $e^2/\hbar=2\pi e^2/h$ and each spin carries half, the claimed minimum is $\pi C=0.094$ in $e^2/(ha)$ per spin. At $W=13.5V$ the growth is
\begin{equation}
\frac{0.9718-0.8241}{4}=0.037 .
\end{equation}
It is positive by eight standard errors, as in a metal, yet it is 39\% of the claimed minimum. Cubes with $L=4$ and 8 and chain leads give a larger growth at this disorder, 0.067(4), which also lies below 0.094. At these sizes the cube value depends on the contacts: leads that continue the clean cubic lattice, with few open channels at $L=4$, give 0.095(3). Such small cubes therefore do not settle the comparison by themselves.

This is a finite-size estimate. In the solvable illustration one can say on which side it errs. There $dg/dL=g\beta/L$, and with $q=1/g$
\begin{equation}
\frac{d\ln(g\beta/L)}{d\ln L}=\beta+\frac{d\beta}{d\ln g}-1=\frac{q}{1+q}-\ln(1+q)<0,
\end{equation}
so the growth rate falls towards $\sigma$ from above. The cubes of the Anderson model point the same way: at $W=13.5V$ their growth rate is 0.067(4) between $L=4$ and 8 but 0.051(6) between $L=8$ and 12, a fall of about two standard errors. This suggests that 0.067 overestimates the conductivity. On which side the bar value 0.037 errs is left open here.

One counterexample disposes of one value of $C$. For any smaller $C$ the scaling law supplies a metal closer to the transition. To locate the transition, $\ln\Lambda$ for $M=4$, 6, 8 and $W\ge13.5V$ was fitted by one quadratic function of $M^{1/\nu}(W_c-W)/W_c$. The fit gives $W_c=16.2V$ and $\nu=1.5$, with statistical errors of $0.1V$ and 0.1 and a reduced chi-square of 0.89. The errors omit corrections to scaling and the choice of fit window, both of which matter in such thin bars: restricting the fit to $W\ge15V$ moves the values to about $16.4V$ and 1.3. Studies of much wider bars give $W_c\approx16.5V$ and $\nu\approx1.57$. The data are compatible with a single scaling curve and a continuous transition.

\section{The numbers beside doped silicon}

Phosphorus-doped silicon near its metal-insulator transition sets a realistic scale. I take $a=7$ nm, $V=2$ meV, relative permittivity 11.7 and donor radius $r_d=2$ nm, all rough values. Two hydrogen-like donors of this radius and spacing would have $V$ near 4.5 meV, which would halve the Coulomb and thermal ratios to $V$ given below. One electron per site means $2.9\times10^{18}$ cm$^{-3}$, the right order for this transition. For both spins the conductivity unit $2e^2/(ha)$ is about 110 S/cm. The Boltzmann value at $\ell=a$ is then about 120 S/cm, the claimed minimum is about 10 S/cm, and the estimate at $W=13.5V=27$ meV is about 4 S/cm from the bars and 7 S/cm from the cubes.

The real material breaks the model's assumptions strongly. The Coulomb energy of electrons on neighbouring sites is about 18 meV, or $9V$. The repulsion of two electrons on one donor is larger still: first order in hydrogen-like orbitals gives about 38 meV, or $19V$, and it matters most at one electron per donor. Interactions are thus not a small correction; the present theory cannot say how far they move the conductivity. Donor positions are random as well. The chance of finding no other donor within $r$ is $e^{-(r/r_s)^3}$ with $r_s=(3/4\pi)^{1/3}a$, so $\langle r^m\rangle=r_s^m\Gamma(1+m/3)$. The nearest-neighbour distance has standard deviation $r_s\sqrt{\Gamma(5/3)-\Gamma(4/3)^2}=1.4$ nm. If hopping varies as $e^{-r/r_d}$, this changes it by a factor of 2; the level splitting of a hydrogen-like pair changes by a factor of about 1.7. The mean nearest-neighbour distance, $r_s\Gamma(4/3)=3.9$ nm, is also well below $a$, and at that distance the pair hopping is about 14 meV.

Temperature matters even where it looks negligible. At 0.1 K, $k_BT=0.0043V$. But inelastic processes stop the interference at a finite length. Suppose, as an assumption, that they act at the rate $k_BT/\hbar$. The density of states at $W=13.5V$ is $\rho=0.069$ per site, spin and $V$, from three small samples; more sampling and the coherent-potential approximation give 0.065 to 0.066, which would lengthen the cutoffs below by about 3\%. The Einstein relation $\sigma=e^2\rho D/(Va^3)$ per spin, with $\sigma=\tilde\sigma\,e^2/(ha)$, gives $D=\tilde\sigma\,Va^2/(h\rho)$ and the cutoff length
\begin{equation}
\sqrt{\frac{\hbar D}{k_BT}}
=a\sqrt{\frac{\tilde\sigma}{2\pi\times0.069\times0.0043}} .
\end{equation}
The bar estimate for zero temperature, $\tilde\sigma=0.037$, would give 31 nm. But at so short a length the conductivity, and with it $D$, is larger, so $\tilde\sigma$ must be taken at the cutoff length itself. If $\Lambda/M$ is read as the conductivity at the scale $M$, the $M=8$ bar has $\tilde\sigma=0.972/8=0.12$. This gives a cutoff of about 56 nm, which is the width of that bar, so the choice is consistent. The conductivity is then about 13 S/cm, roughly two to three times the estimates for zero temperature. Other readings of the conductivity at size 8 are lower: $g/L$ of cubes gives 11 to 12 S/cm and the sum over channels of the bar about 8 S/cm. All lie near the claimed minimum of 10 S/cm. Within this model, a sample at 0.1 K could therefore appear to sit at a bound that its zero-temperature limit violates.

\section{Assessment}

The third step of the argument should be withdrawn for noninteracting electrons in three dimensions. Equation (\ref{mott}) can be kept as a rough warning: a metal with so low a conductivity lies outside Boltzmann theory, and interference must be followed to larger lengths. The conclusion rests on one-parameter scaling, on zero temperature and on the absence of interactions. It would need a new derivation if a second parameter governed the flow. In two dimensions Ohm's law gives $g$ independent of $L$, so $\beta\to0$ at large $g$, and the reasoning above does not establish a metallic phase at all.

\section*{Computed values}
\begin{verbatim}
Boltzmann value at k_F=pi/a, path=a: 0.3333 e^2/(hbar a)
Smooth beta model: start ln(g0/g_c), then sigma L0/g_c
  1e-01   2.432e-02
  1e-02   6.200e-04
  1e-03   1.619e-05
  1e-04   4.238e-07
Smooth model g_c: 0.5820 e^2/h per spin
Smooth model slope of beta at g_c: 0.6321
Smooth model nu from slope: 1.5820
Smooth model nu from flow: 1.5821
Square-root model threshold sigma L0/g_c: 0.2501
Square-root sensitivity, ln(g0/g_c)=1e-4, ln(L/L0)=2: 76.6
Bars, 16000 layers: W/V, Lambda at M=4, 6, 8 (standard errors)
   9.0  1.8346(0.0432)  2.4442(0.0720)  2.9096(0.1162)
  11.0  1.2546(0.0204)  1.4728(0.0298)  1.7298(0.0474)
  13.5  0.8241(0.0111)  0.9020(0.0170)  0.9718(0.0141)
  15.0  0.6908(0.0100)  0.7100(0.0111)  0.7722(0.0138)
  16.5  0.5880(0.0051)  0.5947(0.0096)  0.5807(0.0067)
  18.0  0.5134(0.0047)  0.4783(0.0068)  0.4632(0.0060)
  20.0  0.4298(0.0038)  0.3920(0.0037)  0.3593(0.0045)
Growth (Lambda8-Lambda4)/4 in e^2/(h a) per spin, standard error
  W/V= 9.0  +0.2687  0.0310
  W/V=11.0  +0.1188  0.0129
  W/V=13.5  +0.0369  0.0045
  W/V=15.0  +0.0203  0.0043
  W/V=16.5  -0.0018  0.0021
  W/V=18.0  -0.0125  0.0019
  W/V=20.0  -0.0176  0.0015
Cubes, 600 samples: mean g at L=4, 8; growth per a; error
  W/V= 9.0  1.4728  2.6521  0.2948  0.0066
  W/V=11.0  0.9829  1.6497  0.1667  0.0067
Mott value, C=0.03: 0.0942 e^2/(h a) per spin
Fitted W_c/V: 16.18, statistical error 0.14
Fitted nu: 1.50, statistical error 0.09
Reduced chi-square of common curve: 0.89
Example spacing: 7.0 nm; hopping V: 2.0 meV
Example disorder width W: 27.0 meV
Example density, one electron per site: 2.92e+18 cm^-3
Boltzmann value at path=a: 115.9 S/cm
Mott value: 10.43 S/cm
Estimated sigma at W/V=13.5: 4.09 S/cm, error 0.50 S/cm
Permittivity: 11.7; donor radius: 2.0 nm
Coulomb energy of neighbours: 17.6 meV, ratio to V 8.8
Donor distance spread: 1.41 nm, hopping factor 2.02
Temperature: 0.1 K; k_B T/V: 0.0043
Density of states at W/V=13.5: 0.0690 per site, spin and V
Cutoff length if dephasing rate is k_B T/hbar: 31.1 nm
\end{verbatim}
